# Prompt Crosstalk in Silicon Photomultipliers: Borel Avalanche Law and Excess Noise

A silicon photomultiplier signal, read as a count of detected photons, misleads twice when its cells trigger one another. The mean is too large, because some avalanches were started by other avalanches. The statistical error is too small, because avalanches that arrive in groups do not fluctuate like independent counts. Let the number of detected photons be Poisson distributed, and let each avalanche directly trigger a Poisson number of others with mean $c<1$, always in fresh cells. The count is then too large by the factor $1/(1-c)$, and the Poisson estimate "one over the count" understates the relative variance by $1/(1-c)^2$. Both factors follow from the distribution of the total number of avalanches started by one detected photon.

## The model

A primary avalanche is one started by a scintillation photon. Light emitted during an avalanche can start avalanches in other cells, promptly enough to merge into the same pulse. Let $N$ be the total number of avalanches from one primary, the primary included. The assumptions are:

- each avalanche directly triggers $K$ new ones, where $K$ is Poisson with mean $c$ and $0<c<1$;
- the numbers triggered by different avalanches are independent;
- every new avalanche finds a fresh cell, so the array is unlimited;
- every avalanche gives the same charge.

All these quantities are pure numbers, so the algebra is the same in atomic units as in any others.

The Poisson law has a physical origin. Suppose an avalanche contains $G$ carriers, and each independently causes a further avalanche with small probability $r$. Then $K$ is binomial with mean $c=Gr$. For one carrier, compare the probabilities $1-r$ and $r$ of zero and one event with the Poisson values $e^{-r}$ and $re^{-r}$. The first law exceeds the second at one event alone, by $r-re^{-r}\le r^2$. This excess is the total-variation distance, half the sum of the absolute differences. Distances add at most linearly when independent numbers are summed, so the error for $K$ is at most $Gr^2=cr$.

The claim is

$$P(N=n)=\frac{e^{-cn}(cn)^{n-1}}{n!},\quad n\ge1,\qquad F\equiv\frac{\langle N^2\rangle}{\langle N\rangle^2}=\frac1{1-c}.$$

The first formula is the Borel distribution; $F$ is the excess noise factor.

## First derivation: counting rotations

Treat the avalanches one at a time, in any fixed order. Start with $k$ primaries waiting; $k=1$ gives $N$, and general $k$ will serve for pulses. Treating avalanche $i$ removes it from the waiting list and adds the $X_i$ avalanches it triggers. After $i$ treatments the list has length $k+W_i$, where

$$W_i=\sum_{j=1}^{i}(X_j-1),\qquad W_0=0.$$

The total is $n$ when the list first becomes empty at step $n$, that is, when $W$ first reaches $-k$ there. This requires $X_1+\dots+X_n=n-k$, but also that the list was not empty earlier.

To account for the second condition, take any sequence of $n$ numbers with sum $n-k$ and repeat it periodically in both directions. Then $W_{i+n}=W_i-k$. A rotation starting after position $i$ is admissible if

$$W_{i+j}>W_i-k=W_{i+n}\qquad\text{for }0\le j<n.$$

So $W_{i+n}$ must lie below the $n$ values before it. Values a period earlier are higher by $k$, so $W_{i+n}$ then lies below the entire past: it is a new minimum. The walk descends by at most one per step, so it cannot skip a level, and each new minimum lowers the record by one. The record falls by $k$ per period. Hence there are $k$ new minima per period, and $k$ of the $n$ rotations are admissible.

The $X_i$ are independent and identically distributed, so all rotations of a sequence are equally probable. Averaging the number of admissible rotations gives

$$n\,P(\text{total}=n\,|\,k)=k\,P(X_1+\dots+X_n=n-k).$$

A sum of $n$ independent Poisson numbers of mean $c$ is Poisson with mean $cn$. Therefore

$$P(\text{total}=n\,|\,k)=\frac kn\,\frac{e^{-cn}(cn)^{n-k}}{(n-k)!}.$$

For $k=1$, $n\,(n-1)!=n!$ gives the Borel law.

**Normalization.** Generation $j$ has mean size $c^j$, since each generation multiplies the mean by $c$. The probability that it is not empty is at most its mean size, $c^j\to0$. The cascade therefore ends with probability one, and $\sum_nP_n=1$, with $P_n=P(N=n)$.

**Moments.** The ratio of successive terms is

$$\frac{P_{n+1}}{P_n}=ce^{-c}\left(1+\frac1n\right)^{n-1}<ce^{1-c}.$$

The bound is below one for $c<1$, because $\ln c<c-1$. The probabilities thus fall at least geometrically, all moments are finite, and the sums may be differentiated term by term in $c$. From $\ln P_n=-cn+(n-1)\ln c+\text{(terms without }c)$,

$$\frac{dP_n}{dc}=P_n\left(-n+\frac{n-1}{c}\right)=P_n\,\frac{(1-c)n-1}{c}.$$

Differentiating $\sum_nP_n=1$ gives $(1-c)\langle N\rangle-1=0$, so

$$\langle N\rangle=\frac1{1-c}.$$

Differentiating $\langle N\rangle=\sum_n nP_n$ gives

$$\frac{1}{(1-c)^2}=\frac{(1-c)\langle N^2\rangle-\langle N\rangle}{c}.$$

Multiply by $c$ and insert the mean:

$$(1-c)\langle N^2\rangle=\frac{c}{(1-c)^2}+\frac{1-c}{(1-c)^2}=\frac1{(1-c)^2}.$$

Thus $\langle N^2\rangle=1/(1-c)^3$. Subtracting $\langle N\rangle^2=(1-c)/(1-c)^3$ gives the variance $c/(1-c)^3$; dividing $\langle N^2\rangle$ by $\langle N\rangle^2$ gives $F=1/(1-c)$.

## Second derivation: the first generation

Now look only at what the primary does. It triggers $K$ avalanches, and each starts a cascade that is an independent copy of the original:

$$N=1+\sum_{i=1}^{K}N_i.$$

Define $g(s)=\sum_nP_ns^n$. The primary contributes a factor $s$ and each copy a factor $g$, so

$$g=s\sum_{k=0}^{\infty}\frac{e^{-c}c^k}{k!}g^k=s\,e^{c(g-1)}.$$

**Probabilities.** On a small circle around $s=0$, Cauchy's formula for the coefficient of $s^{n-1}$ in $g'(s)$ reads

$$nP_n=\frac1{2\pi i}\oint\frac{g'(s)}{s^n}\,ds.$$

Since $g(0)=0$ and $g'(0)=P_1=e^{-c}\ne0$, the variable $w=g(s)$ runs once around zero as $s$ does. The equation for $g$ gives $s=we^{-c(w-1)}$, and $g'(s)\,ds=dw$. Hence

$$nP_n=\frac1{2\pi i}\oint\frac{e^{cn(w-1)}}{w^n}\,dw=e^{-cn}\frac{(cn)^{n-1}}{(n-1)!},$$

because the integral selects the coefficient of $w^{n-1}$ in $e^{cnw}$. Division by $n$ gives the Borel law again.

**Moments.** At $s=1$, $q=g(1)$ is the probability that the cascade ends, and $q=e^{c(q-1)}$. The function $e^{c(q-1)}-q$ vanishes at $q=1$ and has slope $ce^{c(q-1)}-1<0$ for $0\le q\le1$ and $c<1$. It is therefore positive below $q=1$, and $g(1)=1$ is the only possibility. Take the logarithm, $\ln g=\ln s+c(g-1)$, and differentiate twice:

$$\frac{g'}g=\frac1s+cg',\qquad \frac{g''}g-\frac{g'^2}{g^2}=-\frac1{s^2}+cg''.$$

Let $s\to1$ from below. With $m=g'(1)=\langle N\rangle$, the first equation gives $m=1+cm$, so $m=1/(1-c)$. The second gives

$$(1-c)g''(1)=m^2-1,\qquad g''(1)=m^3-m.$$

Since $g''(1)=\langle N(N-1)\rangle$, we have $\langle N^2\rangle=m^3$ and $F=m^3/m^2=m=1/(1-c)$.

## What each derivation assumes

Both derivations, as given, use independent, identically distributed offspring numbers and an unlimited supply of cells. They use these assumptions differently.

The rotation argument needs the equal probability of rotated sequences. Up to $P(\text{total}=n|k)=(k/n)P(\sum X_i=n-k)$ it makes no use of the Poisson form, which enters only to evaluate the sum. It treats several primaries at no extra cost. Its moments rely on the explicit law.

The first-generation argument needs each secondary cascade to be a full, independent copy of the original. This fails at once if a cascade can run out of cells. In return, it gives moments without the full distribution. For any offspring law with mean $c<1$ and finite variance $v$, the variance of $N$ has two parts: the fluctuation of $K$, contributing $vm^2$, and that of the $K$ copies, contributing $c\,\mathrm{Var}\,N$. So

$$\mathrm{Var}\,N=vm^2+c\,\mathrm{Var}\,N,\qquad F=1+\frac{v}{1-c}.$$

The result $F=1/(1-c)$ therefore requires only $v=c$, whereas the Borel law uses the whole Poisson distribution.

The recursion also admits unequal charges. Let an avalanche have relative charge $h$, with mean 1 and variance $\sigma^2$, and let it trigger a Poisson number of mean $ch$. The total charge $Q$ has mean $m$ as before. At given $h$ its mean is $h(1+cm)=hm$ and its variance is $ch\langle Q^2\rangle$. Adding the variance of the conditional mean to the mean conditional variance gives

$$\langle Q^2\rangle=m^2+\sigma^2m^2+c\langle Q^2\rangle,\qquad \frac{\langle Q^2\rangle}{m^2}=\frac{1+\sigma^2}{1-c}.$$

## Limits and the measured crosstalk probability

A dark-count spectrum gives the probability $p$ that a single primary produces more than one avalanche, not $c$. Since $P_1=e^{-c}$,

$$p=1-e^{-c},\qquad F=\frac1{1+\ln(1-p)}=1+p+\tfrac32p^2+O(p^3).$$

At weak crosstalk $c$ and $p$ agree to first order; beyond it they must be distinguished.

For large $n$, Stirling's formula $n!\approx\sqrt{2\pi n}\,n^ne^{-n}$ gives

$$P_n\approx\frac{(ce^{1-c})^n}{c\sqrt{2\pi}\,n^{3/2}}.$$

As $c\to1$ the geometric cutoff disappears, leaving a tail $n^{-3/2}$ whose mean is infinite. For $c>1$ the equation $q=e^{c(q-1)}$ has a second root below one. The probabilities of having ended by successive generations start at zero and obey $q_{j+1}=e^{c(q_j-1)}$. They rise to the smaller root and cannot pass it. The Borel terms then add up to that root: at $c=1.2$ their sum is 0.6863, and the remaining probability belongs to cascades that never end. In a finite array they must stop if no cell recharges in the meantime, because the supply of ready cells runs out.

## From one photon to a scintillation pulse

Let the number of primaries be Poisson with mean $\mu$, and let $S$ be the total number of avalanches. Averaging the $k$-primary law over $k$ gives, for $n\ge1$,

$$P(S=n)=\frac{\mu e^{-\mu-cn}}{n!}\sum_{k=1}^{n}\binom{n-1}{k-1}\mu^{k-1}(cn)^{n-k}
=\frac{\mu(\mu+cn)^{n-1}e^{-\mu-cn}}{n!}.$$

The prefactor uses $k/(n\,k!\,(n-k)!)=\binom{n-1}{k-1}/n!$, and the last step is the binomial theorem. Also $P(S=0)=e^{-\mu}$.

The mean is $\langle S\rangle=\mu m$. The variance has a part $\mu\,\mathrm{Var}\,N$ from the cascades and a part $\mu m^2$ from the number of primaries. Together they are $\mu\langle N^2\rangle$, so

$$\frac{\mathrm{Var}\,S}{\langle S\rangle^2}=\frac{F}{\mu}.$$

The Poisson estimate from the count would be $1/\langle S\rangle=1/(\mu m)$. The true relative variance is larger by the factor $Fm=1/(1-c)^2$.

For a fixed number $k$ of primaries the second part is absent and the relative variance is $(F-1)/k$. If $\mu$ itself varies from pulse to pulse with relative variance $u$, the mean $\mu m$ varies with it, and the relative variance becomes $F/\mu+u$.

## A worked pulse

Take round parameters in the regime of a 3 mm silicon photomultiplier with 50 µm cells, reading a bright scintillator. A cell of 100 fF at 3.0 V overvoltage (bias above breakdown) releases

$$G=\frac{CV}{e}=1.872\times10^6\text{ carriers}.$$

With $3\times10^{-5}$ photons emitted per carrier, an avalanche emits 56.2 photons. If each triggers another cell with probability 0.004, then $c=56.2\times0.004=0.2247$ before rounding. The Poisson error is at most $2.7\times10^{-8}$ in total variation, for independent carriers and fixed gain.

The crosstalk probability is $p=0.201$. The probabilities of one, two and three avalanches are 0.799, 0.143 and 0.039; more than five occur with probability 0.0027. The mean of $N$ and the factor $F$ are both $1/(1-0.2247)=1.290$, as the formulas require.

A deposit of 100 keV yields 25 photons per keV. With light collection 0.30 and photon detection efficiency 0.40,

$$\mu=100\times25\times0.30\times0.40=300,\qquad \langle S\rangle=300\times1.2898=386.9.$$

For a nearly Gaussian peak the full width at half maximum (FWHM) is $2\sqrt{2\ln2}$ standard deviations:

$$\frac{\Delta E}{E}=2\sqrt{2\ln2}\sqrt{\frac{1.2898}{300}}=15.4\%,$$

or 15.4 keV. Without crosstalk, at the same $\mu$, it would be 13.6%. The extra avalanches enlarge the signal and worsen its relative precision. A crystal light spread of 10% FWHM, added in quadrature, raises the width to 18.4%. The full set of values is in the numerical output below.

## How far a real device departs from the model

A gain near $10^6$ and the cell size chosen are ordinary for such devices. Crosstalk probabilities range roughly from a few percent to several tens of percent, depending on overvoltage and on optical isolation between cells; 20% is high for a well-isolated device. The emission and trigger values are rough and matter here only through their product. The 10% crystal spread is a round choice and may be optimistic at 100 keV.

The assumption of fresh cells fails when crosstalk light reaches cells that have already fired. Suppose crosstalk reaches only the four nearest neighbours and each cell fires once. A given neighbour is hit with probability $a=1-e^{-c/4}$. There are 4 one-step paths and 12 two-step paths to new cells, so the mean number fired is

$$1+4a+12a^2+O(a^3)=1+c+\tfrac58c^2+O(c^3),$$

against $1+c+c^2$ in the unlimited model. Of the missing $\tfrac38c^2$, $\tfrac14c^2$ is light returning to the parent cell and $\tfrac18c^2$ is repeated hits on one neighbour. A simulation at $c=0.2247$ gives a mean of 1.261 and $F=1.221$, both below 1.290. For this geometry the unlimited model overstates the excess noise.

In a simulated array of 3600 cells with the same neighbour rule, the 300 mean primaries give 353.7 avalanches, 8.6% below the unlimited value. The neighbour rule accounts for about 2%. The rest comes from overlapping primaries and cascades and from light lost at the edges, which the simulation does not separate. It allows no recharge during the pulse, which makes saturation pessimistic. Dividing the spread by the local slope of the response gives a width of $15.5\pm0.3\%$. This agrees with the unlimited 15.4%, but is not precise enough to show whether saturation offsets the lower $F$ of the neighbour rule.

Delayed avalanches act the other way. Counted as 0.05 additional full-charge avalanches per avalanche, they replace $c$ by $c+0.05$ and give $F=1.379$. This is meant as an upper estimate, since partly recharged cells give less charge. A 5% rms charge spread changes $F$ only to 1.293. A dark rate of 50 kHz/mm² over 9 mm² and a 200 ns gate adds 0.09 primaries to the 300.

Temperature affects the calibration more than the noise. Let the breakdown voltage fall by 50 mV for each kelvin of cooling, and cool the device by 5 K at fixed bias. The overvoltage rises from 3.0 to 3.25 V, and the gain by 8.3%. Take the trigger probabilities, for crosstalk and scintillation light alike, as proportional to overvoltage. This is an upper estimate if they rise from zero at breakdown with a slope that never increases, since a concave curve through zero grows no faster than proportionally; an S-shaped rise could exceed it. The capacitance, the photon yield per carrier and the trigger curves as functions of overvoltage are taken as unchanged by the cooling. Then $c$ grows by at most $(3.25/3)^2$, to 0.264, and $F$ to 1.358. At fixed scintillator light yield, the avalanche count rises by up to 14% and the pulse charge by up to 24%. At these upper estimates, the 5 K change shifts the energy scale more than any other neglected effect sized here, which is a reason for bias compensation or temperature control.

## Numbers as computed

```
cell capacitance: 100 fF
overvoltage: 3.0 V
gain: 1.872e+06 carriers
photons per carrier: 3.0e-05
photons per avalanche: 56.2
trigger chance per photon: 0.004
crosstalk mean c: 0.2247
bound on Poisson error: 2.7e-08
crosstalk probability p: 0.2012
P(N=1): 0.79876
P(N=2): 0.14336
P(N=3): 0.03859
P(N=4): 0.01231
P(N=5): 0.00432
P(N>5): 0.00266
tail ratio c exp(1-c): 0.4879
mean N: 1.2898
variance N: 0.4821
excess noise factor F: 1.2898
Borel sum at c=1.2: 0.6863
energy deposit: 100 keV
light yield: 25 photons/keV
light collection: 0.30
photon detection efficiency: 0.40
mean primaries mu: 300
mean avalanches, unlimited array: 386.9
FWHM without crosstalk: 13.60 %
FWHM with crosstalk: 15.44 %
FWHM with crosstalk: 15.44 keV
device side: 3 mm; cell pitch: 50 um
cells in array: 3600
4 neighbours, mean N: 1.2611 +- 0.0011
4 neighbours, F: 1.2209 +- 0.0010
finite array, mean avalanches: 353.7 +- 0.5
finite array, signal loss: 8.6 %
finite array, corrected FWHM: 15.5 +- 0.3 %
delayed avalanches per avalanche: 0.05
F with delayed, upper estimate: 1.3787
cell charge spread (rms): 5 %
F with charge spread: 1.2930
dark rate: 50 kHz/mm2; gate: 200 ns
dark primaries in gate: 0.090
crystal light spread FWHM: 10 %
FWHM with crystal spread: 18.40 %
breakdown drift: 50 mV/K; cooling: 5 K
c after cooling, upper estimate: 0.2637
F after cooling, upper estimate: 1.3581
detection gain from cooling, upper: 8.3 %
avalanche count change, upper: 14.1 %
pulse charge change, upper: 23.6 %
```
